# Which pure rotational absorption line of CO is strongest?

## Question

I am trying to predict the pure rotational absorption spectrum of CO at 300 K, treating the molecule as a rigid rotor. The most populated level lies near

\[
J=\sqrt{\frac{kT}{2B}}-\frac12 ,
\]

with \(B\) as an energy. I assumed that the strongest line starts from this level, since that is where most molecules are. I have now been told that frequency, line strength and stimulated emission all move the absorption maximum to higher \(J\). Is that right, and how large is the effect for CO?

## Answer

Your formula locates the largest population, but absorption also depends on what each molecule contributes. Frequency and stimulated emission do move the maximum up. Line strength moves it slightly down, once the level degeneracy has been counted in the population.

### Conventions

I take \(B\) in cm\(^{-1}\), so your \(B\) is my \(hcB\), and define

\[
x=\frac{hcB}{kT}.
\]

The levels are \(E_J=hcBJ(J+1)\), each with \(2J+1\) states labelled by \(M\). In thermal equilibrium a single state has population \(p_J=e^{-xJ(J+1)}/Q\), where \(Q\) normalizes the total to one. The level population is \(N_J=(2J+1)p_J\).

The intensity \(I_J\) of a line means its absorption coefficient integrated over frequency, in a weak beam and an optically thin gas; the strongest line is the one with the largest \(I_J\). "Line strength" means only the summed squared matrix element \(S_J\) defined below.

### The population maximum

Treat \(J\) as continuous and differentiate the logarithm of \(N_J\):

\[
\frac{2}{2J+1}-x(2J+1)=0
\quad\Rightarrow\quad
(2J+1)^2=\frac2x
\quad\Rightarrow\quad
J=\sqrt{\frac1{2x}}-\frac12 .
\]

This is your formula.

### What a line absorbs

Let the light be polarized along \(z\). It couples to the dipole through \(\cos\theta\), which leaves \(M\) unchanged and connects \(J\) only to \(J\pm1\). We need

\[
S_J=\sum_M|\langle J+1,M|\cos\theta|J,M\rangle|^2 .
\]

A level with all its \(M\) states equally filled has no preferred direction, so the average of \(\cos^2\theta\) over it is \(1/3\). Hence

\[
\sum_M\langle J,M|\cos^2\theta|J,M\rangle=\frac{2J+1}{3}.
\]

Now insert a complete set of states between the two factors of \(\cos\theta\). Only \(J+1\) and \(J-1\) contribute, which gives

\[
S_J+S_{J-1}=\frac{2J+1}{3},\qquad S_{-1}=0 .
\]

Thus \(S_0=1/3\). If \(S_{J-1}=J/3\), then \(S_J=(2J+1-J)/3=(J+1)/3\). By induction,

\[
S_J=\frac{J+1}{3}.
\]

In a weak field, the probabilities of going up and down between two given states are equal, because both contain the same squared matrix element. The net number of absorbed photons is therefore proportional to \(S_J(p_J-p_{J+1})\). The second population accounts for stimulated emission.

Each photon carries the energy

\[
E_{J+1}-E_J=hcB(J+1)[(J+2)-J]=2hcB(J+1).
\]

For equal incident intensity per unit frequency at every line, photon energy times net photon number gives

\[
I_J\propto(J+1)^2(p_J-p_{J+1})
\propto(J+1)^2e^{-xJ(J+1)}\left[1-e^{-2x(J+1)}\right].
\]

To compare this with the population, write it as

\[
I_J\propto
N_J\;\times\;\frac{J+1}{2J+1}\;\times\;(J+1)\;\times\;\left[1-e^{-2x(J+1)}\right].
\]

The factors after \(N_J\) are the strength per molecule in the level, the frequency, and the correction for stimulated emission.

### Adding the factors one at a time

Put \(m=J+1\), so that \(J(J+1)=m(m-1)\). The shifts below belong to this order of adding the factors.

**Strength per molecule.** The factor \((J+1)/(2J+1)\) falls from 1 at \(J=0\) towards \(1/2\). The total strength \(S_J\) does grow with \(J\), but the number of states grows too, and that growth is already in \(N_J\). The product is \(m\,e^{-xm(m-1)}\), with its maximum at

\[
\frac1m=x(2m-1)
\;\Rightarrow\;
2m^2-m-\frac1x=0
\;\Rightarrow\;
J=\sqrt{\frac1{2x}+\frac1{16}}-\frac34 .
\]

For small \(x\) this is about \(1/4\) below the population maximum.

**Frequency.** One more factor \(m\) gives \(m^2e^{-xm(m-1)}\), so

\[
\frac2m=x(2m-1)
\;\Rightarrow\;
2m^2-m-\frac2x=0
\;\Rightarrow\;
J=\sqrt{\frac1x+\frac1{16}}-\frac34 .
\]

**Stimulated emission.** The last factor turns the exponential into a difference:

\[
I\propto m^2\left[e^{-xm(m-1)}-e^{-xm(m+1)}\right]
=2m^2e^{-xm^2}\sinh(xm).
\]

Setting the derivative of the logarithm to zero gives

\[
\frac2m-2xm+x\coth(xm)=0 .
\]

When \(kT\gg hcB\), \(xm\) is small at the maximum and \(\coth(xm)\approx1/(xm)\). Then \(3/m=2xm\), and

\[
J\approx\sqrt{\frac{3}{2x}}-1=\sqrt{\frac{3kT}{2hcB}}-1 .
\]

Stimulated emission weakens every line. It moves the maximum up because it weakens the low lines most: their upper and lower states are almost equally populated. For small \(x(J+1)\) the surviving fraction is about \(2x(J+1)\), which at leading order acts like another factor of frequency. For CO at \(J=12\) this estimate is 0.242 against the exact 0.215.

At leading order, the value of \(J+1\) at the line maximum is \(\sqrt3\) times \(J+\tfrac12\) at the population maximum.

### CO at 300 K

A B3LYP/cc-pVTZ calculation gives a bond length of 1.126 Å. With mass numbers 12 and 16 as the masses, the reduced mass is \(\mu=12\times16/28=6.857\) u. The moment of inertia is \(I_{\rm rot}=\mu r^2=1.444\times10^{-46}\) kg m\(^2\), and

\[
B=\frac{h}{8\pi^2cI_{\rm rot}}=1.94\ \text{cm}^{-1}.
\]

At 300 K, \(kT/hc=208.5\) cm\(^{-1}\), so \(x=1.9385/208.51=0.00930\). The maxima are:

| Factors included | Continuous \(J\) | Integer \(J\) |
|---|---:|---:|
| population | 6.83 | 7 |
| and strength per molecule | 6.59 | 7 |
| and frequency | 9.62 | 10 |
| and stimulated emission | 11.71 | 12 |

The approximate formula gives \(\sqrt{3/(2x)}-1=12.70-1=11.70\).

The strongest line is therefore \(J=12\to13\), at \(2B\times13\approx50\) cm\(^{-1}\) (1.5 THz). The line from the most populated level is \(J=7\to8\), at \(2B\times8\approx31\) cm\(^{-1}\). The ratio of their intensities, with the factors in the order used above, is

\[
\frac{I_{12}}{I_7}
=0.658\times\frac{0.520}{0.533}\times\frac{13}{8}\times\frac{0.2147}{0.1382}
\approx1.62 .
\]

Level 12 holds about a third fewer molecules than level 7, yet its line is 62% stronger. For a rigid rotor the dipole moment cancels from this ratio. In real CO the dipole is small (about 0.11 D) and shrinks slightly as rotation stretches the bond. This lowers the ratio by about 2% but leaves \(J=12\to13\) the strongest line at 300 K.

The maximum is flat: the line from \(J=11\) has 99.2% of the greatest intensity. Changing \(B\) by 2% either way leaves both assignments, 7 and 12, unchanged, but the margin is thin on one side: in this model \(J=11\) gives the strongest line once \(B\) is 3.5% larger or the temperature falls below 290 K. The model omits zero-point vibration and centrifugal distortion, and \(B\) carries the error of the functional and the basis set, so its last digit belongs to the model rather than to real CO. The measured ground-state constant is 1.92 cm\(^{-1}\), about 1% lower. It keeps both assignments and lowers the crossover temperatures below by about 0.04 K.

### Does the line maximum ever fall below the population maximum?

Not in this model. From the factorized form,

\[
\frac{I_J}{N_J}\propto\frac{(J+1)^2}{2J+1}\left[1-e^{-2x(J+1)}\right].
\]

The derivative of the first factor is \(2J(J+1)/(2J+1)^2\ge0\), and the bracket increases with \(J\). So the absorption per molecule rises with \(J\). A level below the most populated one has no more molecules, and each absorbs less, so its line is weaker.

The two maxima can coincide in a very cold gas; at the lowest temperatures both lie at \(J=0\). Level 1 overtakes level 0 when \(3e^{-2x}>1\), which for this CO model means above 5.08 K. For the lines, with \(u=e^{-2x}\),

\[
\frac{I_1}{I_0}=\frac{4u(1-u^2)}{1-u}=4u(1+u),
\]

which exceeds 1 when \(u>(\sqrt2-1)/2\), or above 3.54 K. Between these temperatures, \(J=0\) is the most populated level but no longer gives the strongest line. Just above 5.08 K the two maxima coincide again, at \(J=1\), because \(I_2/I_1=9u^2(1-u^3)/[4(1-u^2)]\) is only 0.27 at \(u=1/3\). This lasts up to 11.0 K, and they meet once more at \(J=2\) in a narrow window near 22 K.

### What heating does

Summing the line weights and shifting the index in the second term gives

\[
\sum_{J\ge0}(J+1)^2(p_J-p_{J+1})
=\sum_{J\ge0}p_J\left[(J+1)^2-J^2\right]
=\sum_{J\ge0}(2J+1)p_J=1 .
\]

For a fixed number of molecules, heating spreads the rotational absorption towards higher frequency without changing its integrated total.

### If you compare peak heights

Equal line widths leave the ranking unchanged. That is roughly the pressure-broadened case, which for CO at 300 K holds above about 10 mbar. Far below 1 mbar the lines are Doppler-broadened instead. Doppler widths are proportional to frequency, so the peak height is then the area divided by a width proportional to \(m\). The function to maximize becomes \(m\,e^{-xm^2}\sinh(xm)\), and for small \(xm\)

\[
\frac1m-2xm+\frac1m=0
\quad\Rightarrow\quad
J\approx\sqrt{\frac1x}-1 .
\]

For CO at 300 K the numerical maximum is at \(J=9.38\), lower than for line areas but still above the population maximum. In an optically thick gas the strong lines saturate, and the observed depth no longer measures the absorption coefficient.

### Numerical check

The intensity formula was tested by propagating a thermal rotor in time under weak resonant pulses. At \(x=0.06\), the energies absorbed on the nine lowest lines agree with it to a relative \(1.1\times10^{-5}\). There the most populated level is \(J=2\), while the strongest line starts from \(J=4\).

## Values computed for the example and the checks

```
Pulse test, x = 0.06 (no unit)
  most populated J: 2; strongest line from J: 4
  largest relative deviation from formula: 1.1e-05
CO, B3LYP/cc-pVTZ, mass numbers 12 and 16
  bond length: 1.1261 angstrom
  residual gradient: 2.2e-05 hartree/bohr
  reduced mass: 6.8571 u
  moment of inertia: 1.4440e-46 kg m^2
  B: 1.9385 1/cm
  T: 300 K; kT/hc: 208.51 1/cm; x: 0.009297
Maximum: continuous J, integer J (no unit)
  population                          6.83   7
  times strength per molecule         6.59   7
  times frequency                     9.62  10
  times stimulated-emission factor   11.71  12
  Doppler-limited peak height         9.38   9
  sqrt(1/(2x)) - 1/2 = 6.83
  sqrt(3/(2x)) - 1   = 11.70
Lines J -> J+1: wavenumber (1/cm), level population (%),
  strength per molecule (J+1)/(2J+1), factor 1-exp(-2x(J+1)),
  intensity relative to the strongest line
   0    3.88   0.93  1.000  0.0184  0.0022
   3   15.51   5.80  0.571  0.0717  0.1205
   5   23.26   7.71  0.545  0.1056  0.3379
   7   31.02   8.26  0.533  0.1382  0.6176
   9   38.77   7.63  0.526  0.1697  0.8636
  10   42.65   7.00  0.524  0.1850  0.9459
  11   46.52   6.25  0.522  0.2000  0.9920
  12   50.40   5.43  0.520  0.2147  1.0000
  13   54.28   4.61  0.519  0.2292  0.9721
  16   65.91   2.44  0.515  0.2710  0.7341
  20   81.42   0.77  0.512  0.3233  0.3375
Strongest line: J = 12 -> 13 at 50.40 1/cm = 1.511 THz
Line from most populated level: J = 7 -> 8 at 31.02 1/cm
Intensity ratio of these two lines: 1.619
Population ratio of their lower levels: 0.658
Sum of line weights w_J: 1.000000
B times 0.98: most populated J 7, strongest line from J 12
B times 1.02: most populated J 7, strongest line from J 12
Maximum leaves J = 0 above (K): population 5.08, line 3.54
  corresponding x: population 0.5493, line 0.7873
```
